# Mesh convergence of periodic exchange: auxiliary functions and the truncated kernel, part 1

(Sections cited here and not found follow in the second part.)

A periodic Hartree-Fock calculation sums the exchange energy over a finite mesh of wave vectors \(\mathbf Q\) with the weight \(4\pi e^2/Q^2\), and one mesh point is \(\mathbf Q=0\), where the weight is infinite. If that point is dropped, the energy per cell is too high by an amount that falls only as the inverse of the linear mesh size \(N\). For the model insulator treated below the exact exchange energy is \(-12.41\) eV per cell. A \(4\times4\times4\) mesh without the singular term gives \(-8.50\) eV, a \(24\times24\times24\) mesh is still \(0.67\) eV too high, and an accuracy of 1 meV would need \(N=16086\). The option documented here selects the repair: an auxiliary function in the manner of Gygi and Baldereschi (settings Madelung, GB-cos, GB-Gauss) or the spherically truncated kernel of Spencer and Alavi (setting SA, with an adjustable radius \(R_c\)).

## Exchange energy on a mesh

Units are Gaussian. The system is closed-shell with \(N_{\rm occ}\) doubly occupied bands and cell volume \(\Omega\). The mesh is \(\Gamma\)-centred with \(N_k=N^3\) points, equivalent to a periodic supercell of volume \(V=N_k\Omega\) with lattice vectors \(\mathbf T\). Explicit coefficients are given for a simple cubic lattice, where \(L=Na\), \(V=L^3\) and \(\mathbf Q=(2\pi/L)\mathbf n\) with \(\mathbf n\) integer. At fixed orbitals \(\hbar\) and \(m\) do not enter the exchange energy.

The orbitals are \(\psi_{n\mathbf k}=N_k^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}\), with \(u\) normalised on the cell and continued by \(u_{n,\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}u_{n\mathbf k}\). The exchange energy of the supercell is \(-\tfrac12\) times the sum of exchange integrals over ordered pairs of equal spin. The two spins give equal sums, so the factor becomes \(-1\) with a sum over spatial orbitals. The pair density \(\psi^*_{n\mathbf k}\psi_{m\mathbf k'}\) has the Fourier component
\[
\int_V \psi^*_{n\mathbf k}\,e^{-i\mathbf Q\cdot\mathbf r}\,\psi_{m\mathbf k'}\,d^3r=\langle u_{n\mathbf k}|u_{m,\mathbf k+\mathbf Q}\rangle_\Omega
\]
when \(\mathbf k+\mathbf Q\) equals \(\mathbf k'\) up to a reciprocal lattice vector, and zero otherwise, because the sum over the \(N_k\) cells of the remaining phase gives \(N_k\) or zero. A periodic density interacts with itself with energy \(V^{-1}\sum_{\mathbf Q}v(Q)|\rho(\mathbf Q)|^2\), where \(v(Q)=4\pi e^2/Q^2\). Dividing by \(N_k\) gives the energy per cell,
\[
E_N=-\frac1V\sum_{\mathbf Q}v(Q)\,S_N(\mathbf Q),\qquad
S_N(\mathbf Q)=\frac1{N_k}\sum_{\mathbf k}\sum_{nm}\big|\langle u_{n\mathbf k}|u_{m,\mathbf k+\mathbf Q}\rangle\big|^2 .
\]
Here \(\mathbf Q=\mathbf q+\mathbf G\) runs over all mesh differences \(\mathbf q\) and all \(\mathbf G\). The kernel depends on \(|\mathbf q+\mathbf G|\), not on \(|\mathbf G|\), and only the single term \(\mathbf q=0,\mathbf G=0\) is singular. For \(N\to\infty\), \(V^{-1}\sum_{\mathbf Q}\to\int d^3Q/(2\pi)^3\), and \(E=-\int d^3Q\,(2\pi)^{-3}vS\) is finite because the volume element \(Q^2dQ\) cancels \(1/Q^2\).

In real space, let \(\gamma_N(\mathbf r,\mathbf r')=\sum_{n\mathbf k}\psi_{n\mathbf k}(\mathbf r)\psi^*_{n\mathbf k}(\mathbf r')\). Writing the squared modulus as a double integral and summing over both orbitals gives \(N_kS_N=\int_V\!\int_V|\gamma_N(\mathbf r',\mathbf r)|^2e^{-i\mathbf Q\cdot(\mathbf r-\mathbf r')}\). The integrand is unchanged when both points move by a lattice vector, so
\[
S_N(\mathbf Q)=\int_V P_N(\mathbf r)e^{-i\mathbf Q\cdot\mathbf r}d^3r,\qquad P_N(\mathbf r)=\int_\Omega|\gamma_N(\mathbf r_1,\mathbf r_1+\mathbf r)|^2d^3r_1 .
\]
\(P_N\) is the cell-averaged exchange hole with its sign removed. It is non-negative and even in \(\mathbf r\), and in the infinite crystal \(E=-e^2\int P(\mathbf r)/r\,d^3r\).

The relation between \(\gamma_N\) and the exact \(\gamma\) is needed later. The function \(\Gamma_{\mathbf k}(\mathbf r,\mathbf r')=\sum_n e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}u_{n\mathbf k}(\mathbf r)u^*_{n\mathbf k}(\mathbf r')\) is periodic in \(\mathbf k\), its zone average is \(\gamma(\mathbf r,\mathbf r')\), and \(\Gamma_{\mathbf k}(\mathbf r,\mathbf r'+\mathbf R)=e^{-i\mathbf k\cdot\mathbf R}\Gamma_{\mathbf k}(\mathbf r,\mathbf r')\). Its Fourier series in \(\mathbf k\) is therefore \(\sum_{\mathbf R}\gamma(\mathbf r,\mathbf r'+\mathbf R)e^{i\mathbf k\cdot\mathbf R}\). The mesh average of \(e^{i\mathbf k\cdot\mathbf R}\) is one for \(\mathbf R=\mathbf T\) and zero otherwise, so
\[
\gamma_N(\mathbf r,\mathbf r')=\sum_{\mathbf T}\gamma(\mathbf r,\mathbf r'+\mathbf T).
\]
An insulator here means that \(\Gamma_{\mathbf k}\) is analytic for \(|{\rm Im}\,\mathbf k|<\mu\). Shifting the contour of the Fourier integral towards \({\rm Im}\,k=\mu\) shows that \(\gamma\) decays as \(e^{-\mu|\mathbf r-\mathbf r'|}\), and \(P\) as \(e^{-2\mu r}\). The rate may depend on direction, and \(\mu\) denotes the slowest.

With \(\hat P_{\mathbf k}=\sum_n|u_{n\mathbf k}\rangle\langle u_{n\mathbf k}|\), \(S\) is the zone average of \({\rm tr}\,\hat P_{\mathbf k}\hat P_{\mathbf k+\mathbf Q}\). For two projectors of rank \(N_{\rm occ}\), expanding the square gives \({\rm tr}(\hat P-\hat P')^2=2N_{\rm occ}-2\,{\rm tr}\hat P\hat P'\). Hence \(S=N_{\rm occ}-Q_aQ_b\langle g_{ab}\rangle+\dots\) with the quantum metric \(g_{ab}=\tfrac12{\rm tr}\,\partial_a\hat P\,\partial_b\hat P\). Odd orders vanish because \(P(\mathbf r)\) is even. Cubic symmetry makes \(\langle g_{ab}\rangle=\delta_{ab}\Omega_I/3\), where \(\Omega_I\), the averaged trace, is the gauge-invariant part of the Wannier spread, and it allows two quartic invariants:
\[
S(\mathbf Q)=N_{\rm occ}-\tfrac13\Omega_IQ^2+A\sum_iQ_i^4+BQ^4+O(Q^6).
\]
\(S_N(0)=N_{\rm occ}\) holds exactly on any mesh. \(S_N-S\) is the error of a mesh average of an analytic periodic function of \(\mathbf k\), which by the Fourier argument above is of order \(e^{-\mu L}\). All power-law errors come from the sum over \(\mathbf Q\).

## The auxiliary function

Let \(F(\mathbf q)\) be periodic in the reciprocal lattice, smooth except at \(\mathbf q=0\), and such that \(F-1/q^2\) is bounded there. Fold the integral over \(\mathbf Q\) into the zone, subtract \(N_{\rm occ}F\) and add it back:
\[
E=-4\pi e^2\!\int_{\rm BZ}\!\frac{d^3q}{(2\pi)^3}\Big[\sum_{\mathbf G}\frac{S(\mathbf q+\mathbf G)}{|\mathbf q+\mathbf G|^2}-N_{\rm occ}F(\mathbf q)\Big]-4\pi e^2N_{\rm occ}\!\int_{\rm BZ}\!\frac{d^3q}{(2\pi)^3}F .
\]
The bracket is bounded, so it is put on the mesh. At \(\mathbf q=0\) the two singular pieces are omitted together. The last integral is done exactly. Collecting terms,
\[
E_{\rm GB}=-\frac1V{\sum_{\mathbf Q}}'v\,S_N-4\pi e^2N_{\rm occ}\chi,\qquad \chi=\int_{\rm BZ}\frac{d^3q}{(2\pi)^3}F-\frac1V{\sum_{\mathbf q}}'F(\mathbf q).
\]
The prime omits the singular term. The number \(\chi\), an inverse length, depends on the lattice and the mesh and not on the electrons.

The correction is equivalent to giving the kernel the finite value \(v(0)=4\pi e^2\chi V\). As a functional of the density matrix of each spin it reads \(-\tfrac12\,4\pi e^2\chi\,{\rm tr}\,\gamma_\sigma^2\), since the \(\mathbf Q=0\) term is \(\sum_{nm}|\langle u_n|u_m\rangle|^2\). Its derivative with respect to \(\gamma_\sigma\) is the operator \(-4\pi e^2\chi\,\hat P_{\mathbf k}\). It lowers every occupied level by \(4\pi e^2\chi\), leaves the empty levels alone, and commutes with the occupied projector. A self-consistent solution therefore keeps its orbitals, and the correction can be added afterwards. A gap computed without the shift is too small by \(4\pi e^2\chi\).

Two families of \(F\) are in use. For an fcc lattice with cube edge \(a\) and \(c_i=\cos(q_ia/2)\), the cosine form is \(F=(a/2)^2/(3-c_xc_y-c_yc_z-c_zc_x)\). Each product is \(1-(q_i^2+q_j^2)a^2/8\) at small \(q\), the denominator becomes \(q^2a^2/4\), and \(F\to1/q^2\). The simple cubic analogue (GB-cos) is
\[
F=\frac{a^2}{6-2\sum_i\cos q_ia}.
\]
Its zone average follows from \(1/x=\int_0^\infty e^{-xs}ds\) and \(\langle e^{2s\cos qa}\rangle=I_0(2s)\). With \(t=2s\) it equals \(a^2W\), where \(W=\tfrac12\int_0^\infty e^{-3t}I_0(t)^3dt=0.2527310\), and the integral in \(\chi\) is \(a^2W/\Omega=W/a\). A cosine form must be matched to the lattice, since on another lattice it is either not periodic or singular at additional points of the zone. The Gaussian form (GB-Gauss), \(F=\sum_{\mathbf G}e^{-\tau|\mathbf q+\mathbf G|^2}/|\mathbf q+\mathbf G|^2\) with \(\tau\) a squared length, suits any lattice. For it the prime removes only \(\mathbf Q=0\), and the terms \(\mathbf q=0,\mathbf G\neq0\) stay in the sum.

## Mesh error of a singular integrand

Define \(D[f]=V^{-1}\sum'_{\mathbf Q}f-\int d^3Q\,(2\pi)^{-3}f\), so that \(\chi=-D[F]\) and
\[
E_{\rm GB}-E=-4\pi e^2\big(D[S/Q^2]-N_{\rm occ}D[F]\big).
\]
Three building blocks give \(D\).

(a) A smooth decaying \(g\). Poisson summation equates the full sum \(V^{-1}\sum_{\mathbf Q}g\) with the sum of the Fourier transform of \(g\) over the vectors \(\mathbf T\). The \(\mathbf T=0\) term is the integral and the others are negligible for large \(L\). Only the omitted point remains, so \(D[g]=-g(0)/V\).

(b) The function \(f_\tau=e^{-\tau Q^2}/Q^2\). Its \(\tau\) derivative is \(-e^{-\tau Q^2}\), and Poisson summation gives \(V^{-1}\sum_{\mathbf Q}e^{-\tau Q^2}=(4\pi\tau)^{-3/2}\sum_{\mathbf T}e^{-T^2/4\tau}\). Removing \(\mathbf Q=0\) on the left and the integral (the \(\mathbf T=0\) term) on the right,
\[
\frac{dD[f_\tau]}{d\tau}=\frac1V-(4\pi\tau)^{-3/2}{\sum_{\mathbf T}}'e^{-T^2/4\tau}.
\]
The substitution \(u=T/2\sqrt t\) turns \((4\pi t)^{-3/2}e^{-T^2/4t}dt\) into \(e^{-u^2}|du|/(2\pi^{3/2}T)\), so its integral from \(0\) to \(\tau\) is \({\rm erfc}(T/2\sqrt\tau)/(4\pi T)\), and from \(\tau\) to \(\infty\) it is \({\rm erf}(T/2\sqrt\tau)/(4\pi T)\). The right side is integrable at \(\tau=0\), so \(D[f_\tau]\) has a limit there. The only length left in that limit is \(L\), and it is written \(-M/(4\pi L)\). Then
\[
4\pi\chi_\tau=-4\pi D[f_\tau]=\frac ML-\frac{4\pi\tau}{V}+{\sum_{\mathbf T}}'\frac{{\rm erfc}(T/2\sqrt\tau)}{T}.
\]
The left side is directly computable as \(1/\sqrt{\pi\tau}-(4\pi/V)\sum'e^{-\tau Q^2}/Q^2\), because \(4\pi\int d^3Q\,(2\pi)^{-3}f_\tau=(2/\pi)\int_0^\infty e^{-\tau Q^2}dQ=1/\sqrt{\pi\tau}\). Solved for \(M\), this is the Ewald formula for a point charge in a neutralising background, and \(M=2.8372975\) is the Madelung constant of the simple cubic supercell. The Madelung setting, \(4\pi\chi=M/L\), is the limit \(\tau\to0\) of GB-Gauss.

(c) The anisotropic function \(K_4(\mathbf Q)Q^{-2s}e^{-\tau Q^2}\) with \(K_4=\sum_iQ_i^4-\tfrac35Q^4\). \(K_4\) is harmonic, since \(\nabla^2\sum Q_i^4=12Q^2\) and \(\nabla^2Q^4=20Q^2\). By the mean-value property its angular average is \(K_4(0)=0\), so the integral in \(D\) vanishes. In the sum use \(n^{-2s}=\pi^s\Gamma(s)^{-1}\int_0^\infty t^{s-1}e^{-\pi tn^2}dt\) and define \(\Theta(t)=\sum_{\mathbf n}K_4(\mathbf n)e^{-\pi tn^2}\). With \(\epsilon=\tau(2\pi/L)^2\),
\[
D=\frac1V\Big(\frac{2\pi}L\Big)^{4-2s}\frac{\pi^s}{\Gamma(s)}\int_0^\infty t^{s-1}\,\Theta(t+\epsilon/\pi)\,dt .
\]
The behaviour of \(\Theta\) at small \(t\) comes from Poisson summation. Completing the square, the Fourier transform of \(K_4(\mathbf x)e^{-\pi tx^2}\) is \(e^{-\pi k^2/t}\int K_4(\mathbf y-i\mathbf k/t)e^{-\pi ty^2}d^3y\). The mean-value property is a polynomial identity in the centre and holds for a complex centre, so the integral is \(K_4(-i\mathbf k/t)\,t^{-3/2}=t^{-11/2}K_4(\mathbf k)\). Thus \(\Theta(t)=t^{-11/2}\Theta(1/t)\). \(\Theta\) vanishes exponentially at both ends, the limit \(\epsilon\to0\) exists with a relative correction of order \(L^{-2}\), and \(D\to V^{-1}(2\pi/L)^{4-2s}Z(s)\). Splitting the integral at \(t=1\) and mapping \(t\to1/t\) in the lower part,
\[
Z(s)=\frac{\pi^s}{\Gamma(s)}{\sum_{\mathbf n}}'K_4(\mathbf n)\int_1^\infty\big(t^{s-1}+t^{9/2-s}\big)e^{-\pi tn^2}dt,
\]
which gives \(Z(1)=0.451103\) and \(Z(2)=1.114797\). The same argument for any harmonic polynomial shows that a non-smooth term of degree \(d\) in \(Q\) contributes at order \(L^{-3-d}\).

These blocks are now applied to \(S/Q^2\). Since \(f_\tau=1/Q^2-\tau+O(Q^2)\) and \(\sum Q_i^4=K_4+\tfrac35Q^4\),
\[
\frac S{Q^2}=N_{\rm occ}f_\tau+A\frac{K_4}{Q^2}e^{-\tau Q^2}+g,\qquad g(0)=N_{\rm occ}\tau-\tfrac13\Omega_I ,
\]
where \(g\) is smooth up to terms of degree four, which contribute at order \(L^{-7}\). The \(\tau/V\) terms of (a) and (b) cancel, and
\[
D[S/Q^2]=-\frac{N_{\rm occ}M}{4\pi L}+\frac{\Omega_I}{3V}+\frac{A\,Z(1)}{V}\Big(\frac{2\pi}L\Big)^2+O(L^{-7}).
\]
Multiplying by \(-4\pi e^2\) gives the error without correction, \(+N_{\rm occ}e^2M/L\) at leading order. Omitting \(\mathbf Q=0\) replaces \(e^2/r\) by the potential of a periodic array of charges in a neutralising background, which by block (b) is \(e^2/r-Me^2/L\) near the origin. The electron is attracted to the images of its hole and repelled by the background that neutralises them, and the repulsion is larger by \(Me^2/L\) per band.

For the cosine form, \(6-2\sum\cos q_ia=a^2q^2-a^4\sum q_i^4/12+\dots\), so
\[
F=\frac1{q^2}+\frac{a^2\sum q_i^4}{12q^4}+\dots=\frac1{q^2}+\frac{a^2}{20}+\frac{a^2}{12}\frac{K_4}{q^4}+\dots
\]
To use the blocks, \(F\) is written as the sum over \(\mathbf G\) of the Gaussian-damped singular pieces plus a periodic remainder. The \(\mathbf G\ne0\) copies enter at \(\mathbf q=0\) once in each part with opposite signs and cancel. Blocks (b), (a) and (c) with \(s=2\) give \(D[F]=-M/4\pi L-a^2/20V+a^2Z(2)/12V\), that is
\[
\chi_{\cos}=\frac M{4\pi L}-\frac{\kappa a^2}V+O(L^{-5}),\qquad \kappa=\frac{Z(2)}{12}-\frac1{20}=0.042900 .
\]
The \(1/L\) terms cancel in \(E_{\rm GB}-E\), leaving
\[
E_{\rm GB\text{-}cos}-E=-\frac{4\pi e^2}V\Big(\frac{\Omega_I}3-N_{\rm occ}\kappa a^2\Big),\qquad
E_{\rm GB\text{-}Gauss}-E=-\frac{4\pi e^2}V\Big(\frac{\Omega_I}3-N_{\rm occ}\tau\Big).
\]
The auxiliary function therefore converges as \(1/N_k\), a power law even in an insulator. The error is not simply the omitted value of the bracket at \(\mathbf q=0\), averaged over directions. Keeping only that value replaces \(\kappa\) by \(-1/20\) and misses the \(Z(2)\) term, which is larger and of opposite sign. The Madelung setting overbinds because it treats the hole as a point. At \(\tau=\Omega_I/(3N_{\rm occ})\) the auxiliary Gaussian has the second moment of the true hole, the \(1/V\) term vanishes, and the remainder is
\[
E_{\rm GB\text{-}Gauss}-E=-4\pi e^2A\,Z(1)\frac{4\pi^2}{L^5}=-\frac{16\pi^3e^2A\,Z(1)}{L^5}.
\]

## The truncated kernel

Replace \(e^2/r\) by zero beyond \(R_c\). The angular average of \(e^{-i\mathbf Q\cdot\mathbf r}\) is \(\sin(Qr)/(Qr)\), so
\[
v_c(Q)=4\pi e^2\int_0^{R_c}r^2\,\frac1r\,\frac{\sin Qr}{Qr}\,dr=\frac{4\pi e^2}{Q^2}\,(1-\cos QR_c).
\]
With \(1-\cos x\to x^2/2\), \(v_c(0)=2\pi e^2R_c^2\). This value must be included, because setting the \(\mathbf Q=0\) term to zero restores a \(1/L\) error. Insert the real-space definition of \(v_c\) in the mesh energy and use the Fourier series \(P_N(\mathbf r)=V^{-1}\sum_{\mathbf Q}S_Ne^{i\mathbf Q\cdot\mathbf r}\), which continues \(P_N\) periodically:
\[
E_{\rm SA}=-\frac1V\sum_{\mathbf Q}v_c(Q)S_N(\mathbf Q)=-e^2\int_{r<R_c}\frac{P_N(\mathbf r)}r\,d^3r .
\]
This identity is exact for any \(R_c\). Squaring \(\gamma_N=\sum_{\mathbf T}\gamma(\mathbf r_1,\mathbf r_1+\mathbf r+\mathbf T)\) gives \(P_N(\mathbf r)=\sum_{\mathbf T}P(\mathbf r+\mathbf T)+X(\mathbf r)\), where \(X\) collects the products with \(\mathbf T\ne\mathbf T'\). Then
\[
E_{\rm SA}-E=+e^2\!\int_{r>R_c}\!\frac{P}{r}\;-\;e^2{\sum_{\mathbf T}}'\!\int_{r<R_c}\!\frac{P(\mathbf r+\mathbf T)}r\;-\;e^2\!\int_{r<R_c}\!\frac{X}{r}.
\]
The first term is the lost tail of the hole, positive and of order \(e^{-2\mu R_c}\). The second is the part of the image holes inside the sphere. The nearest image centre is \(L-R_c\) from the surface, so this term is negative and of order \(e^{-2\mu(L-R_c)}\). The third is of order \(e^{-\mu|\mathbf r|}e^{-\mu|\mathbf r+\mathbf T|}\le e^{-\mu L}\) and has either sign. It is the error \(S_N-S\) and is present in every setting. No power law survives.

The Spencer-Alavi radius gives the sphere the volume of the supercell, \(R_c=(3V/4\pi)^{1/3}\). The uniform component \(N_{\rm occ}/V\) of \(P_N\) then integrates to \(N_{\rm occ}\) over the sphere, as a hole should, and \(v_c(0)/V=3e^2/2R_c\). This is \(2.41799\,e^2/L\) for the cube, to be compared with \(M e^2/L\). The two differ because the truncation also changes every other term of the sum. The volume-matched sphere does not fit inside the Wigner-Seitz cell of the supercell, since an inscribed sphere has less volume than the cell. For the cube \(R_c=0.62035L\) and \(L-R_c=0.37965L\), so the exponents per unit \(\mu L\) are \(2\times0.62035\) for the tail, \(1\) for the interference and \(2\times0.37965=0.759\) for the images. When the decay is isotropic or slowest along the cube axes, as in the model below, these exponents are attained, the images dominate, and the error is negative; otherwise the image and interference values are only lower bounds on the exponents. Under the same condition, at \(R_c=L/2\) all three exponents equal \(\mu L\), which is the best rate any radius can give, and the tail and image terms partly cancel.

Both repairs remove the \(1/L\) error: for an insulator the auxiliary function generally leaves an error of order \(1/N_k\), reduced to order \(L^{-5}\) by a matched Gaussian width in the cubic case, while the truncated kernel leaves only exponentially small errors. What remains is the practical procedure, a test on a model insulator with worked numbers, and guidance on choosing the setting.
